# Linear-in-Temperature Metal Resistivity from Ziman's Formula and Classical Phonons

## 1. The decision that depends on the result

Suppose the phonon resistivity of a wiring metal has been calculated at 300 K and a circuit simulation needs it at 400 K. Should the scattering calculation be repeated, or may the first value be multiplied by 4/3? And may the first value itself be obtained from the sound speed alone? Ziman's formula answers the two questions differently. Classical lattice vibrations justify the temperature scaling, but the sound speed does not by itself fix the size of the resistivity.

Take free electrons of density \(n=Zn_i\), where \(n_i\) is the density of ions of mass \(M\) and \(Z\) is the number of conduction electrons per ion. Scattering is weak, and phonon energies are neglected in the electron energy balance. If the thermal structure factor is

\[
S=\frac{k_BT}{Mc^2}
\]

for every wavenumber up to \(2k_F\), with \(c\) the longitudinal sound speed, then

\[
\boxed{\rho=\frac{m^2}{4\pi\hbar^3Ze^2k_F^3}\,
\frac{k_BT}{Mc^2}\int_0^{2k_F}q^3|w(q)|^2\,dq } .
\]

Here \(w(q)=\int w(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r\) is the transform of one screened ion potential. At fixed \(n\), \(c\) and \(w\), the resistivity is proportional to \(T\). The use of \(S\) up to \(2k_F\) is a model assumption, examined in part 6.

## 2. From ion positions to a scattering rate

The potential energy of an electron is \(U(\mathbf r)=\sum_jw(\mathbf r-\mathbf R_j)\). For plane waves normalized in volume \(V\), let \(\mathbf q=\mathbf k'-\mathbf k\). Shifting the integration variable by \(\mathbf R_j\) in each term gives

\[
\langle\mathbf k'|U|\mathbf k\rangle
=\frac{w(q)}V\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.
\]

Define \(S(\mathbf q)=N^{-1}\langle|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2\rangle\), without the Bragg peaks. Those peaks describe the periodic potential, which forms bands and does not cause resistance. The mean squared element is then \(NS|w|^2/V^2\).

In a field \(\mathbf E\), write the electron distribution as \(f_0+g\). An electron has charge \(-e\), so the steady linearized Boltzmann equation is

\[
-e\mathbf E\cdot\mathbf v\,f_0'
=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(g_{\mathbf k}-g_{\mathbf k'}),
\qquad f_0'=\frac{df_0}{dE}.
\]

The Pauli factors have cancelled because elastic rates are equal in both directions. Try \(g=e\tau\,\mathbf E\cdot\mathbf v\,f_0'\), which is a small rigid shift of the Fermi sphere. If scattering depends only on the angle \(\theta\) between \(\mathbf k\) and \(\mathbf k'\), averaging \(\mathbf v'\) around \(\mathbf k\) leaves \(\mathbf v\cos\theta\). The trial form therefore solves the equation with

\[
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}
\frac{NS|w|^2}{V^2}\delta(E'-E)(1-\cos\theta).
\]

Spin is conserved, so one final spin is counted. Replace the sum by \(V\int d^3k'/(2\pi)^3\) and use \(\int k'^2\delta(E'-E_F)dk'=mk_F/\hbar^2\). With \(\mu=\cos\theta\),

\[
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{n_i}{8\pi^3}\,
\frac{mk_F}{\hbar^2}\,2\pi\int_{-1}^{1}(1-\mu)S|w|^2d\mu
=\frac{n_imk_F}{2\pi\hbar^3}\int_{-1}^{1}(1-\mu)S|w|^2d\mu .
\]

Both states lie on the Fermi sphere, so \(q^2=2k_F^2(1-\mu)\). Hence \(1-\mu=q^2/(2k_F^2)\) and \(d\mu=-q\,dq/k_F^2\). Reversing the limits removes the minus sign:

\[
\frac1\tau=\frac{n_im}{4\pi\hbar^3k_F^3}
\int_0^{2k_F}q^3S(q)|w(q)|^2dq .
\]

One factor \(q^2\) comes from the loss of forward momentum and the remaining \(q\) from the area of the Fermi sphere.

The current is \(\mathbf j=-2e\int\mathbf v\,g\,d^3k/(2\pi)^3\). Its angular average gives

\[
\sigma=\frac{e^2\tau}{3\pi^2}\int k^2
\left(\frac{\hbar k}{m}\right)^2(-f_0')\,dk
=\frac{e^2\tau k_F^3}{3\pi^2m}=\frac{ne^2\tau}{m}.
\]

The middle step uses \(k_BT\ll E_F\), so that \(-f_0'\) acts as \(\delta(E-E_F)\), and \(dk=m\,dE/(\hbar^2k)\). The last uses \(n=k_F^3/(3\pi^2)\). Since \(\rho=m/(ne^2\tau)\) and \(n_i/n=1/Z\),

\[
\rho=\frac{m^2}{4\pi\hbar^3Ze^2k_F^3}
\int_0^{2k_F}q^3S(q)|w(q)|^2dq .
\]

This is Ziman's formula.

## 3. The classical structure factor

Write \(\mathbf R_j=\mathbf R_j^0+\mathbf u_j\) and define \(\mathbf u_{\mathbf q}=N^{-1/2}\sum_j\mathbf u_je^{-i\mathbf q\cdot\mathbf R_j^0}\). For small \(\mathbf q\cdot\mathbf u_j\), \(e^{-i\mathbf q\cdot\mathbf u_j}\simeq1-i\mathbf q\cdot\mathbf u_j\). The term 1 contributes only at Bragg vectors. So does its product with the second-order term, whose thermal mean is the same at every site. Away from Bragg vectors the leading result is

\[
S(\mathbf q)=\langle|\mathbf q\cdot\mathbf u_{\mathbf q}|^2\rangle .
\]

In an isotropic medium at long wavelength, transverse displacements are perpendicular to \(\mathbf q\) and drop out. Let \(u_{\mathbf q}\) be the longitudinal amplitude. Real displacements require \(u_{-\mathbf q}=u_{\mathbf q}^*\), so the potential energy of the pair \(\mathbf q,-\mathbf q\) is

\[
2\times\tfrac12M\omega^2|u_{\mathbf q}|^2=M\omega^2(a^2+b^2),
\qquad u_{\mathbf q}=a+ib .
\]

Each of the two quadratic terms has mean energy \(k_BT/2\). Adding them gives \(\langle|u_{\mathbf q}|^2\rangle=k_BT/(M\omega^2)\), and \(\omega=cq\) then yields

\[
S=q^2\frac{k_BT}{Mc^2q^2}=\frac{k_BT}{Mc^2}.
\]

Long waves have larger amplitudes, but the strain, of size \(q|u_{\mathbf q}|\), has the same mean square at every wavelength. The two powers of \(q\) cancel, leaving a constant. Inserting it into Ziman's formula gives the boxed result. At fixed density, stiffness and potential,

\[
\frac{d\ln\rho}{d\ln T}=1,\qquad
\frac1\rho\frac{d\rho}{dT}=\frac1T .
\]

Doubling \(T\) doubles the mean squared displacement, and with it the scattering rate.

The expansion was tested on a thermal ring of 120 atoms joined by springs. Its structure factor was computed from the definition at the smallest allowed wavenumber, without truncating in the displacements. For \(k_BT/(Mc^2)=0.00156\) and \(0.00208\), it agreed with the constant law to within 0.1%.

## 4. A screened potential and a limit

To obtain a number, use Thomas–Fermi screening. A slowly varying potential energy \(w\) changes the electron density by \(\delta n=-Dw\), where \(D=dn/dE_F=3n/(2E_F)\) because \(n\propto E_F^{3/2}\). The ion attraction and the repulsion from \(\delta n\) add:

\[
w=-\frac{Ze^2}{\epsilon_0q^2}-\frac{e^2D}{\epsilon_0q^2}\,w
\quad\Rightarrow\quad
w=-\frac{Ze^2/\epsilon_0}{q^2+\kappa^2},\qquad
\kappa^2=\frac{3ne^2}{2\epsilon_0E_F}.
\]

The remaining integral is found with \(t=q^2\) and \(t=(t+\kappa^2)-\kappa^2\):

\[
J=\int_0^{2k_F}\frac{q^3dq}{(q^2+\kappa^2)^2}
=\frac12\int_0^{4k_F^2}\left[\frac1{t+\kappa^2}
-\frac{\kappa^2}{(t+\kappa^2)^2}\right]dt .
\]

With \(y=4k_F^2/\kappa^2\), the first term gives \(\ln(1+y)\) and the second gives \(1/(1+y)-1=-y/(1+y)\). Thus

\[
J=\frac12\left[\ln(1+y)-\frac{y}{1+y}\right].
\]

For \(Z=1\) the rate takes a compact form. Substitute \(e^2/\epsilon_0=2E_F\kappa^2/(3n)\), then \(mE_F=\hbar^2k_F^2/2\), then \(n=k_F^3/(3\pi^2)\):

\[
\frac1\tau=\frac{nm}{4\pi\hbar^3k_F^3}\,
\frac{4E_F^2\kappa^4}{9n^2}SJ
=\frac{E_F\kappa^4}{18\pi\hbar nk_F}SJ
=\frac{8\pi}{3}\frac{E_F}{\hbar}\frac{SJ}{y^2}.
\]

The last form uses \(\kappa^4/k_F^4=16/y^2\).

If screening is very short-ranged, \(y\ll1\). Then \(\ln(1+y)\simeq y-y^2/2\) and \(y/(1+y)\simeq y-y^2\), so \(J\simeq y^2/4\) and \(1/\tau\simeq(2\pi/3)(E_F/\hbar)S\). In this limit the ion potential is effectively constant over the whole range of \(q\).

## 5. A monovalent model metal

Choose \(Z=1\), \(n=85\ \mathrm{nm^{-3}}\), \(M=64\ \mathrm u\) and \(c=5\) km/s. These round values lie roughly in the regime of copper wiring. They give \(k_F=13.60\ \mathrm{nm^{-1}}\), \(E_F=7.05\) eV, \(\kappa=18.09\ \mathrm{nm^{-1}}\), \(y=2.261\) and \(J=0.2444\). Since \(y\) is not small, the short-range limit does not apply.

At 300 K,

\[
S=\frac{0.02585\ \mathrm{eV}}{16.58\ \mathrm{eV}}=0.001559 .
\]

With \(\hbar=0.6582\) eV fs,

\[
\frac1\tau=\frac{8\pi}{3}\,\frac{7.049}{0.6582\ \mathrm{fs}}\,
\frac{0.001559\times0.2444}{(2.261)^2}
=0.00668\ \mathrm{fs^{-1}},
\]

so \(\tau\simeq150\) fs. The resistivity is

\[
\rho=\frac{9.109\times10^{-31}}
{(8.5\times10^{28})(1.602\times10^{-19})^2(1.496\times10^{-13})}
\ \Omega\,\mathrm m .
\]

This equals \(0.279\ \mu\Omega\,\mathrm{cm}\), or 2.79 nΩ m. At 400 K it is \(0.279\times4/3=0.372\ \mu\Omega\,\mathrm{cm}\). The slope is \(9.3\times10^{-4}\ \mu\Omega\,\mathrm{cm/K}\), and the relative coefficient at 300 K is \(0.00333\ \mathrm{K^{-1}}\).

As a test of the whole chain, the ring's structure factor was put into a three-dimensional golden-rule integral with a narrow energy peak, and the current was integrated over the Fermi distribution at 300 K, which was kept for both cases because its small width hardly affects the current. At both lattice temperatures the result agreed with the boxed formula to within 0.2%.

## 6. Why the linearity is safer than the prefactor

The long-wavelength argument is least secure where the integral is largest. The Debye wavenumber, the radius of a sphere holding as many wavevectors as there are ions, is \(q_D=(6\pi^2n_i)^{1/3}=17.1\ \mathrm{nm^{-1}}\), while \(2k_F=27.2\ \mathrm{nm^{-1}}\). In the example 66% of \(J\) comes from \(q>q_D\), where a continuum sound wave is a poor description of a crystal.

Linearity has a broader foundation. In a classical harmonic crystal, equipartition applies to every mode \(j\). With polarization \(\mathbf e_j\) and frequency \(\omega_j\), the one-phonon structure factor is

\[
S(\mathbf q)=\frac{k_BT}{M}\sum_j
\frac{(\mathbf q\cdot\mathbf e_j)^2}{\omega_j^2}.
\]

It is proportional to \(T\) at each \(\mathbf q\), with no need for \(\omega=cq\). The frequencies repeat from one reciprocal-lattice cell to the next, but \(\mathbf q\) in the numerator is the full momentum transfer. A transfer outside the first zone, an umklapp process, can therefore excite a soft mode strongly, and transverse modes can contribute.

To size the effect, replace the continuum by an fcc crystal with nearest-neighbour springs. Hold \(n\), \(M\) and \(w\) fixed, and choose the spring constant so that the direction-averaged \(S\) at small \(q\) is unchanged. For spherical electrons and a rigidly shifted Fermi sphere, the required \(S(q)\) is the average over directions. In the anisotropic crystal the rigid shift is no longer an exact solution and gives an upper bound on the resistivity. Letting the shift vary with direction over the Fermi sphere lowers the crystal values quoted below by less than 1% (0.7% in the classical case). The classical resistivity rises by a factor of 8.2. Refining the integration mesh changes this factor by less than 0.001%.

A bound shows that a large increase is unavoidable. The polarizations form a complete set, so \(\sum_j(\mathbf q\cdot\mathbf e_j)^2=q^2\). No frequency exceeds \(\omega_{\max}\), hence

\[
\frac{S_{\rm crystal}}{k_BT/(Mc^2)}\ge
\left(\frac{cq}{\omega_{\max}}\right)^2 .
\]

At \(q=2k_F\) the continuum energy is \(\hbar cq=89.5\) meV, whereas the crystal's highest phonon energy is 33.8 meV. The ratio of structure factors there is at least \((89.5/33.8)^2\simeq7\). The continuum makes short waves far too stiff, and so underestimates their displacements. Averaged over the resistivity integral, however, the bound guarantees only a factor of 3.8. The rest of the 8.2 comes from modes softer than \(\omega_{\max}\). Umklapp transfers, which can reach such modes with a large \(q\), supply about 91% of the crystal's classical resistivity.

## 7. When the vibrations stop being classical

Let \(x=\hbar\omega/(k_BT)\) and let \(N_x=1/(e^x-1)\) be the phonon occupation. Write the drifting electron distribution as \(f_0(E-\phi_{\mathbf k})\), with \(\phi_{\mathbf k}=\hbar\mathbf k\cdot\mathbf u\) and \(\mathbf u\) a small drift velocity. Keep the phonons in equilibrium. By detailed balance, forward and reverse transitions have the same equilibrium flux \(P\). Drift produces a net flux \(P(\phi_{\mathbf k}-\phi_{\mathbf k'})/(k_BT)\) to first order. For \(\hbar\omega\ll E_F\) the momentum geometry is unchanged, so each process is weighted by the energy integral of its occupation factors divided by \(k_BT\).

For an electron losing energy \(\varepsilon=\hbar\omega\), the Fermi function obeys

\[
f_0(E)[1-f_0(E-\varepsilon)]
=N_x[f_0(E-\varepsilon)-f_0(E)] .
\]

The difference in brackets integrates to \(\varepsilon\), so the loss integral is \(\hbar\omega N_x\). The gain integral is larger by \(e^x\) and equals \(\hbar\omega(N_x+1)\). In the elastic limit both become \(k_BT\), as required.

Phonon emission has strength \(\hbar(N_x+1)/(2M\omega)\) and absorption \(\hbar N_x/(2M\omega)\), apart from the common factor \((\mathbf q\cdot\mathbf e_j)^2\). Their weighted sum is

\[
\frac{\hbar}{2M\omega}\,\frac{2\hbar\omega N_x(N_x+1)}{k_BT}
=\frac{k_BT}{M\omega^2}\,x^2N_x(N_x+1).
\]

Since \(N_x(N_x+1)=1/[4\sinh^2(x/2)]\), each classical contribution is multiplied by

\[
F(x)=\frac{x^2}{4\sinh^2(x/2)}\simeq1-\frac{x^2}{12}
\quad(x\ll1).
\]

For the spring crystal \(F\) lowers the total to 0.938 of its classical value at 300 K and 0.964 at 400 K. The resistivities are 2.15 and 2.95 \(\mu\Omega\,\mathrm{cm}\), and the mean exponent between them is 1.10. Multiplying the 300 K value by 4/3 gives \(2.87\ \mu\Omega\,\mathrm{cm}\), about 3% below the crystal calculation at 400 K. The exponent exceeds one because heating both enlarges the classical motion and removes part of the quantum suppression.

The continuum fares worse. Its modes near \(2k_F\) have \(x\simeq3.5\) at 300 K, and quantum freezing reduces its resistivity to 0.62 of the classical value. The artificially stiff modes are not classical at the temperature of use.

At low temperature the continuum gives a different power. Put \(q=xk_BT/(\hbar c)\). The factor \(S\) supplies one power of \(T\), and \(q^3dq\) supplies four. Thermal phonons then have \(q\ll\kappa\), so \(w(q)\simeq w(0)\), and \(F(x)\) makes the integral converge. Hence \(\rho\propto T^5\); the calculated exponent near 2 K is 4.998. This limit assumes phonons in equilibrium and the rigid electron shift.

## 8. Other limits and real wiring

The expansion in displacements is good here. If \(\langle u_x^2\rangle\) is the mean squared displacement along one axis, the one-phonon intensity carries a Debye–Waller factor \(e^{-2W}\), with \(2W=q^2\langle u_x^2\rangle\). At 300 K and \(q=2k_F\) the crystal gives \(2W=0.037\), a reduction of about 4% before multiphonon scattering is added.

Screening matters more. At finite \(q\), first-order perturbation theory replaces \(-Dw\) by

\[
\delta n=4w\int\frac{d^3k}{(2\pi)^3}
\frac{f_{\mathbf k}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}} .
\]

Integrating over angle and dividing by \(-Dw\) multiplies \(\kappa^2\) by the Lindhard function

\[
L(s)=\frac1{2s}\int_0^1p\ln\left|\frac{p+s}{p-s}\right|dp,
\qquad s=\frac q{2k_F},\quad p=\frac k{k_F}.
\]

Within the continuum model this raises the resistivity by 21%, because short waves are screened less well. In the spring crystal, where short waves weigh more, the increase at 300 K is 28%, from 2.15 to \(2.76\ \mu\Omega\,\mathrm{cm}\). Degeneracy is a sound approximation, since \(k_BT/E_F=0.0037\). The crystal's mean free path \(\ell\) is also long, with \(1/(k_F\ell)=0.0024\), so electrons can be treated as travelling freely between collisions. That does not make the golden rule accurate for each ion. The Thomas–Fermi well is strong: its s-wave phase shift at the Fermi energy is about 1.3 rad, whereas first-order theory needs a small one. An isolated well of this strength even holds a bound s level, about 0.4 eV below the bottom of the free-electron band. Replacing \(w\) by the full scattering amplitude of this fixed well multiplies the crystal's resistivity at 300 K by about 2.3. By the Friedel sum rule, however, the well's phase shifts correspond to about 1.4 screening electrons per ion instead of one. The factor therefore shows that first-order theory fails here; it is not a correction to apply to copper. The integrand remains proportional to \(S\), so the classical temperature scaling survives, but the prefactor does not. A change of stiffness on heating also enters: since \(\rho\propto c^{-2}\), a 1% fall in \(c\) adds about 2%, other quantities held fixed.

Bulk copper near room temperature has a resistivity of roughly \(1.7\ \mu\Omega\,\mathrm{cm}\). The continuum value of 0.28 is too low by about a factor of six. The crystal value of 2.15 has the right order of magnitude, but it does not validate the model. The better screening and the full scattering amplitude just described each move it away from the measured value, and it still uses a point-ion potential, a spherical Fermi surface and simple springs. Narrow lines break a further assumption, that phonons alone limit the current. The crystal estimate gives \(\ell=31\) nm, 1.5 times the width of a 20 nm line. If each flight across the width destroyed the drift momentum, the boundary rate \(v_F/(20\ \mathrm{nm})\) would be 1.5 times the phonon rate, and the resistivity would rise to about 2.5 times its bulk value. This is an order-of-magnitude estimate, suited to a line of square cross-section with rough walls. Smoother surfaces, or a line much taller than it is wide, reduce it, while grain boundaries and impurities add to it.

Such extra scattering also changes the temperature scaling. If it adds a temperature-independent resistivity \(\rho_0\) to a linear phonon part \(\rho_{\rm ph}\), then

\[
\frac1\rho\frac{d\rho}{dT}
=\frac1T\,\frac{\rho_{\rm ph}}{\rho_{\rm ph}+\rho_0}.
\]

With \(\rho_0=1.5\rho_{\rm ph}\) at 300 K, the coefficient falls from 0.0033 to about \(0.0013\ \mathrm{K^{-1}}\). The temperature factor should then multiply the phonon part alone. The values 4/3 and 0.0033 are the classical limit at fixed stiffness. The spring crystal of part 7 gives 1.37 and about \(0.0037\)–\(0.0038\ \mathrm{K^{-1}}\) at 300 K. Measured bulk copper rises by a factor of about 1.39 from 300 to 400 K, so for copper 4/3 is roughly 4% low.

## Calculated quantities

```
MODEL INPUTS
electron and ion density: 85 nm^-3
ion mass: 64 u
longitudinal sound speed: 5 km/s
lower temperature: 300 K
higher temperature: 400 K
line width: 20 nm
CLASSICAL MODEL
Fermi wavenumber kF: 13.602 nm^-1
Fermi energy: 7.0494 eV
Fermi speed: 1574.7 km/s
screening wavenumber kappa: 18.091 nm^-1
y = 4 kF^2/kappa^2: 2.2613
screening integral: 0.24438
thermal energy at 300 K: 0.025852 eV
M c^2: 16.583 eV
S at 300 K: 0.001559
S at 400 K: 0.0020786
relaxation time at 300 K: 149.6 fs
resistivity at 300 K: 0.27908 microohm cm
resistivity at 300 K, converted: 2.7908 nanoohm m
resistivity at 400 K: 0.3721 microohm cm
resistivity slope: 0.00093025 microohm cm/K
relative temperature coefficient at 300 K: 0.0033333 K^-1
temperature exponent from direct calculation: 0.99995
RANGE AND NEGLECTED EFFECTS
Debye wavenumber: 17.138 nm^-1
integral share above Debye wavenumber: 65.725 %
fcc lattice constant: 0.36103 nm
maximum crystal phonon energy: 33.754 meV
classical crystal/model resistivity ratio: 8.2116
classical crystal ratio mesh shift: 0.0003 %
quantum/classical crystal ratio at 300 K: 0.93798
quantum/classical crystal ratio at 400 K: 0.96439
quantum crystal ratio mesh shift: 0.00032 %
quantum crystal resistivity at 300 K: 2.1495 microohm cm
quantum crystal resistivity at 400 K: 2.9468 microohm cm
quantum crystal exponent, 300 to 400 K: 1.0965
quantum/classical continuum ratio at 300 K: 0.62252
continuum exponent near 2 K: 4.9985
Debye-Waller exponent 2W at 2kF and 300 K: 0.03681
Debye-Waller mesh shift: 0.022 %
Lindhard/Thomas-Fermi resistivity ratio: 1.2119
thermal energy/Fermi energy at 300 K: 0.0036673
model mean free path at 300 K: 235.57 nm
quantum crystal mean free path at 300 K: 30.585 nm
1/(kF mean free path), quantum crystal: 0.0024037
quantum crystal mean free path/line width: 1.5292
```
